\section*{Longest Pulse Spacing for Accumulative Switching of a Relaxing Ferroelectric Nucleus}

\section{Definitions and conventions}

A small nucleus of reversed polarization sits in one grain of a ferroelectric film. Its size is its footprint area $A$. The model has three rules.
\begin{itemize}
\item Each voltage pulse adds a fixed area $a>0$.
\item In the field-free gap between pulses the area decays towards zero as $e^{-t/\tau}$.
\item The grain switches as soon as $A$ reaches a critical area $A_c$.
\end{itemize}
The gap $T$ runs from the end of one pulse to the start of the next. Decay during the pulse itself is ignored at first and restored in Section 6. The train starts from $A=0$, and $A_n$ is the area just after pulse $n$. Since the area falls in every gap, its largest values occur at the ends of pulses, and the test for switching is $A_n\ge A_c$. Two dimensionless numbers suffice:
\begin{equation}
\rho=\frac{a}{A_c},\qquad q=e^{-T/\tau}.
\end{equation}
Here $q$ is the fraction of the area that survives one gap, and $0<q<1$ for $T>0$.

The word ``size'' needs care. If the area decays with time constant $\tau$, the radius, proportional to $\sqrt A$, decays with $2\tau$, and equal steps of area are unequal steps of radius. The derivation applies to whichever variable obeys both the gain rule and the decay rule. Here that variable is taken to be the area.

The rules are phenomenological. In classical nucleation theory a nucleus below the critical size lowers its free energy by shrinking, even with the field on. Steady growth below $A_c$ is therefore an added assumption, and $A_c$ is an empirical threshold for runaway growth.

The running example has $a=5\ \mathrm{nm^2}$, $A_c=30\ \mathrm{nm^2}$ and $\tau=100\ \mu\mathrm{s}$, so $\rho=1/6$. A disc of the critical area has a radius of 3.1 nm.

\section{The simplest cases: no decay, then two pulses}

Without decay, $q=1$ and $A_n=na$. Switching needs $n\ge 1/\rho$, which is six pulses in the example. Spacing plays no part.

With decay, the first case in which spacing matters is a pair of pulses. The first leaves $a$, the gap reduces this to $qa$, and the second adds $a$:
\begin{equation}
A_2=a(1+q).
\end{equation}
The condition $A_2\ge A_c$ becomes $1+q\ge 1/\rho$, or $q\ge(1-\rho)/\rho$. Taking logarithms gives $-T/\tau\ge\ln[(1-\rho)/\rho]$, and multiplying by $-\tau$ reverses the inequality:
\begin{equation}
T\le T_2=\tau\ln\frac{\rho}{1-\rho},\qquad \tfrac12\le\rho<1 .
\label{two}
\end{equation}
At $\rho=1/2$ the two increments only just add up to $A_c$, and $T_2=0$ as it must. As $\rho\to1$ the first pulse almost suffices, and $T_2\to\infty$. For $\rho<1/2$ two pulses cannot switch the grain at any spacing, so longer trains are needed.

\section{An unlimited train}

One gap followed by one pulse gives
\begin{equation}
A_{n+1}=qA_n+a,\qquad A_1=a .
\label{rec}
\end{equation}
Repeated use gives $A_n=a(1+q+\dots+q^{n-1})$. Multiplying this sum by $1-q$ cancels all terms but the first and the last, so
\begin{equation}
A_n=a\,\frac{1-q^n}{1-q}.
\label{sum}
\end{equation}
For $q\to1$ the sum has $n$ terms equal to one, and $A_n\to na$, the result without decay.

The sequence rises strictly, because $A_{n+1}-A_n=aq^n>0$, and it tends to the plateau
\begin{equation}
A_\infty=\frac{a}{1-q}.
\end{equation}
If $A_\infty>A_c$, some $A_n$ exceeds $A_c$, since the sequence comes as close to $A_\infty$ as one likes. If $A_\infty\le A_c$, then $A_n<A_\infty\le A_c$ for every $n$, and the grain never switches. Switching in a finite number of pulses thus requires
\begin{equation}
\frac{a}{1-q}>A_c
\;\Longleftrightarrow\;
1-q<\rho
\;\Longleftrightarrow\;
e^{-T/\tau}>1-\rho .
\end{equation}
For $\rho<1$ the right-hand side is positive and its logarithm exists. Taking logarithms and multiplying by $-\tau$ gives
\begin{equation}
\boxed{\,T<T_{\max}=-\tau\ln(1-\rho)=\tau\ln\frac{A_c}{A_c-a}\,},\qquad 0<\rho<1 .
\label{main}
\end{equation}
For $\rho\ge1$ the first pulse switches the grain and there is no limit on the spacing.

The condition $1-q<\rho$, multiplied by $A_c$, reads $A_c(1-q)<a$: the area lost in one gap from the critical size must be less than the gain of one pulse. The loss $A(1-q)$ grows with $A$, so the last step below $A_c$ is the hardest. A train that can make this step can make all the earlier ones.

\subsection*{At the limit itself}

The inequality is strict. At $T=T_{\max}$ we have $q=1-\rho$ and $a/(1-q)=A_c$, and Eq.~(\ref{sum}) gives
\begin{equation}
A_c-A_n=A_c(1-\rho)^n>0 .
\end{equation}
The area approaches $A_c$ but does not reach it after any finite number of pulses. The ``longest spacing'' of an unlimited train is therefore a least upper bound that is not itself allowed.

\subsection*{Small and large increments}

Integrating $1/(1-x)=1+x+x^2+\dots$ from $0$ to $\rho$ gives
\begin{equation}
T_{\max}=\tau\left(\rho+\frac{\rho^2}{2}+\frac{\rho^3}{3}+\dots\right).
\end{equation}
For small $\rho$ the limit is $\tau a/A_c$, the time in which a nucleus of critical size, decaying at its initial rate $A_c/\tau$, loses one increment. The true limit is longer because the decay slows as the area falls. For $\rho\to1$ the limit diverges, since almost nothing need survive the gap.

\subsection*{Numbers}

In the example
\begin{equation}
T_{\max}=100\ \mu\mathrm{s}\times\ln\frac{30}{25}=18.23\ \mu\mathrm{s}.
\end{equation}
Bisection on simulated trains gives the same value. The first-order estimate $\tau\rho=16.67\ \mu$s is 8.6\% below it. With pulses of width $1\ \mu$s the limiting period is $19.23\ \mu$s, so the repetition rate must exceed 52.0 kHz.

Two trains show the two outcomes. For $T=10\ \mu$s, $q=0.9048$ and the plateau would be $52.5\ \mathrm{nm^2}$. The area is $28.9\ \mathrm{nm^2}$ after pulse 8 and $31.2\ \mathrm{nm^2}$ after pulse 9, which switches the grain. For $T=25\ \mu$s, $q=0.7788$. The area after pulse 9 is $20.2\ \mathrm{nm^2}$ and the plateau is $22.6\ \mathrm{nm^2}$, so further pulses do not help.

\section{How many pulses are needed}

For $0<T<T_{\max}$, put Eq.~(\ref{sum}) into $A_n\ge A_c$ and multiply by $(1-q)/a$:
\begin{equation}
1-q^n\ge\frac{1-q}{\rho}
\;\Longleftrightarrow\;
q^n\le 1-\frac{1-q}{\rho}.
\end{equation}
The right-hand side is positive because $1-q<\rho$. Take logarithms and divide by $\ln q$, which is negative and reverses the inequality. The smallest whole number that satisfies the result is
\begin{equation}
n=\left\lceil\frac{\ln\!\left[1-(1-q)/\rho\right]}{\ln q}\right\rceil .
\label{count}
\end{equation}
For $T=10\ \mu$s the bracket is $1-6\times0.0952=0.429$, its logarithm is $-0.846$, and $\ln q=-0.1$. The quotient is about 8.5, hence nine pulses, as found above.

As $T\to0$, $1-q\approx T/\tau$ and the quotient tends to $1/\rho=6$. Yet any non-zero gap requires at least seven pulses here, because $1+q+\dots+q^5<6$ when $q<1$. Six pulses suffice only if nothing is lost.

Near the limit write $T=T_{\max}-\delta$ with $\delta>0$ much smaller than both $\tau$ and $T_{\max}$. Then $q=(1-\rho)e^{\delta/\tau}\approx(1-\rho)(1+\delta/\tau)$, and
\begin{equation}
1-\frac{1-q}{\rho}=\frac{q-(1-\rho)}{\rho}\approx\frac{1-\rho}{\rho}\,\frac{\delta}{\tau}.
\end{equation}
With $\ln q\approx-T_{\max}/\tau$ this gives
\begin{equation}
n\approx\frac{\tau}{T_{\max}}\ln\!\left[\frac{\rho}{1-\rho}\,\frac{\tau}{\delta}\right].
\end{equation}
The count diverges only logarithmically. Each tenfold reduction of $\delta$ costs $(\tau/T_{\max})\ln10=12.6$ further pulses. Gaps of 5, 10, 15 and 18 $\mu$s need 7, 9, 13 and 25 pulses.

\section{A limited number of pulses}

Suppose that at most $N$ pulses are available. Because $A_n$ rises with $n$, the grain switches within the budget if and only if $A_N\ge A_c$. The longest gap $T_N=-\tau\ln q_N$ follows from
\begin{equation}
1+q_N+\dots+q_N^{N-1}=\frac1\rho .
\label{budget}
\end{equation}
The left-hand side rises continuously from 1 at $q=0$ to $N$ at $q=1$, so there is one root in between when $1<1/\rho<N$. Equality $A_N=A_c$ is allowed, so $T_N$ is a longest spacing that can actually be used. For $N=2$, Eq.~(\ref{budget}) returns Eq.~(\ref{two}).

For large $N$, write Eq.~(\ref{budget}) as $1-q_N=\rho(1-q_N^N)$, that is, $q_N=1-\rho+\rho q_N^N$. The last term is small, and in it $q_N$ may be replaced by $1-\rho$:
\begin{equation}
q_N\approx(1-\rho)\left[1+\rho(1-\rho)^{N-1}\right].
\end{equation}
The replacement is justified when $N>1/\rho$, so that the root exists, and $N\rho(1-\rho)^{N-1}\ll1$, for then the correction hardly changes the $N$th power. Since $\ln(1+x)\approx x$,
\begin{equation}
T_N\approx T_{\max}-\tau\rho(1-\rho)^{N-1}.
\end{equation}
This tends to $T_{\max}$ from below. Solving Eq.~(\ref{budget}) for 10, 20 and 50 pulses gives 12.84, 17.65 and 18.23 $\mu$s. The last lies $0.0022\ \mu$s below $T_{\max}$, as the estimate $16.67\times(5/6)^{49}\ \mu$s predicts.

\section{Decay during the pulse}

Let the field drive growth at a constant rate $g$ while the decay continues:
\begin{equation}
\frac{dA}{dt}=g-\frac{A}{\tau}.
\end{equation}
The difference $A-g\tau$ then decays as $e^{-t/\tau}$. After a pulse of width $w$ that starts from area $B$,
\begin{equation}
A=Be^{-w/\tau}+g\tau\left(1-e^{-w/\tau}\right).
\end{equation}
Keep $a$ as the area left by the first pulse, which starts from $B=0$. Then $a=g\tau(1-e^{-w/\tau})$. For later pulses $B=A_ne^{-T/\tau}$, so
\begin{equation}
A_{n+1}=A_ne^{-(T+w)/\tau}+a .
\end{equation}
This is Eq.~(\ref{rec}) with $T$ replaced by $T+w$. The condition becomes
\begin{equation}
T<T_{\max}-w ,
\end{equation}
which returns Eq.~(\ref{main}) for $w\to0$. With $w=1\ \mu$s the limiting gap is $17.23\ \mu$s. The limiting period is then $T_{\max}$ itself, and the repetition rate must exceed 54.8 kHz instead of the 52.0 kHz found without decay during the pulse.

If $w>T_{\max}$, no gap is short enough. Unbroken drive shows the same thing: the area then tends to $g\tau=a/(1-e^{-w/\tau})$, which exceeds $A_c$ only if $1-e^{-w/\tau}<\rho$, that is, if $w<T_{\max}$.

\section{Other laws of growth and decay}

\subsection*{Gain that rises with size}

A larger nucleus has a longer edge and may grow faster. The edge length rises as $\sqrt A$, but a gain linear in the area is assumed here because it keeps the recursion simple. Let the gain be $a(1+\beta B/A_c)$, where $B=qA_n$ is the area just before the pulse and $\beta\ge0$. Since $a\beta B/A_c=\beta\rho B$,
\begin{equation}
A_{n+1}=mA_n+a,\qquad m=q(1+\beta\rho).
\end{equation}
This is the old recursion with $m$ for $q$. If $m\ge1$ the area grows without bound; if $m<1$ the earlier argument requires $m>1-\rho$. Both cases are covered by $m>1-\rho$, or
\begin{equation}
T<\tau\ln\frac{1+\beta\rho}{1-\rho}.
\end{equation}
For $\beta=0$ this is Eq.~(\ref{main}). For $\beta=0.5$ the limit is $100\ln1.3=26.2\ \mu$s, which is 44\% above the fixed-gain value. The size of this shift depends on the assumed $\beta$.

\subsection*{Decay through the edge}

If the wall retreats at constant speed, the loss rate is proportional to the perimeter, hence to $\sqrt A$. Matching the rate to $A_c/\tau$ at the critical size gives
\begin{equation}
\frac{dA}{dt}=-\frac{\sqrt{A_cA}}{\tau},\qquad
\frac{d\sqrt A}{dt}=\frac{1}{2\sqrt A}\frac{dA}{dt}=-\frac{\sqrt{A_c}}{2\tau}.
\end{equation}
In one gap $\sqrt A$ falls by $c=\sqrt{A_c}\,T/2\tau$, unless it reaches zero first. The loss is $2c\sqrt A-c^2$ for $\sqrt A>c$ and $A$ otherwise. It rises with $A$, so the critical size is again the hardest point. If the loss there is below $a$, every cycle from a smaller area gains at least a fixed positive amount, and $A_c$ is reached. If it is not, a gap that starts from $A_c$ leaves at most $A_c-a$, which is positive for $\rho<1$. A gap that starts from below $A_c$ leaves either nothing or strictly less than one that starts from $A_c$. In both cases less than $A_c-a$ is left, and the next pulse does not reach $A_c$. The condition is
\begin{equation}
A_c\left(1-\frac{T}{2\tau}\right)^2>A_c-a
\;\Longrightarrow\;
T<2\tau\left(1-\sqrt{1-\rho}\right),
\end{equation}
where $T<2\tau$ was used in taking the root. For small $\rho$ this is $\tau(\rho+\rho^2/4+\dots)$, with the same leading term as before. The example gives $17.43\ \mu$s, 4.4\% below $T_{\max}$.

\section{Discrete cells and chance}

Let the nucleus consist of cells of area $0.25\ \mathrm{nm^2}$. The mean gain is then $\lambda=20$ cells and the threshold is 120 cells. Assume that the number added per pulse is Poisson distributed and that each cell survives a gap independently with probability $q$. If the count before a gap is Poisson with mean $\mu$, the probability that $k$ cells survive is
\begin{equation}
\sum_{j\ge k}\frac{e^{-\mu}\mu^j}{j!}\binom jk q^k(1-q)^{j-k}
=\frac{e^{-q\mu}(q\mu)^k}{k!},
\end{equation}
because the sum over $j-k$ gives $e^{\mu(1-q)}$. The survivors are Poisson with mean $q\mu$, and the next pulse raises the mean to $q\mu+\lambda$. Without a threshold the stationary mean is $\mu=\lambda/(1-q)$, the old plateau counted in cells. At $T_{\max}$ it is 120, with a relative rms fluctuation of $1/\sqrt{120}=9.1\%$.

Fluctuations can carry the count over the threshold where the mean would not. Let $P_{ij}$ be the probability of passing from $i$ to $j$ cells in one cycle, and $t_i$ the mean number of pulses still needed. Counting the next pulse and averaging over its unswitched outcomes gives
\begin{equation}
t_i=1+\sum_{j<120}P_{ij}t_j .
\end{equation}
Solving these linear equations for an empty start gives 19.5 pulses at $T_{\max}$, 131 at $1.25\,T_{\max}$ and about $1.2\times10^4$ at $1.5\,T_{\max}$. The sharp limit becomes a steep rise in the waiting time.

\section{The model beside a real capacitor}

The example represents a grain in a 10 nm $\mathrm{Hf_{0.5}Zr_{0.5}O_2}$ film under 1.5 V pulses. The field is 1.5 MV/cm, against a rough breakdown field of 4 MV/cm. It also exceeds the typical coercive field of such films, about 1 MV/cm, so many grains may switch in a single pulse; the example stands for a grain that is harder to switch. Thickness and field are rough choices; $a$, $A_c$ and above all $\tau$ are assumed, not measured. At fixed $\rho$ the limit is proportional to $\tau$, so a tenfold error in $\tau$ is a tenfold error in $T_{\max}$. Real films also have many unlike grains: with $a$ and $\tau$ fixed, critical areas of 24 and 36 $\mathrm{nm^2}$ give limits of 23.4 and 15.0 $\mu$s.

Temperature can matter far more. Suppose that $\tau$ is thermally activated with an assumed energy of 0.5 eV, and hold the first-pulse gain fixed. Then
\begin{equation}
\tau(358\ \mathrm K)=\tau(300\ \mathrm K)\exp\!\left[\frac{0.5\ \mathrm{eV}}{k_B}\left(\frac1{358\ \mathrm K}-\frac1{300\ \mathrm K}\right)\right]=4.36\ \mu\mathrm s,
\end{equation}
and $T_{\max}$ falls to $0.79\ \mu$s, shorter than the pulse. If decay continues during the pulse, even unbroken drive stops at $24.4\ \mathrm{nm^2}$ and the grain does not switch. If the field suspends the decay, gaps below $0.79\ \mu$s still work.

Direct leakage is a small charge on this scale. With a rough polarization of $20\ \mu\mathrm{C/cm^2}$, reversing the critical area through the full film thickness moves $2PA_c$, or 75 electron charges; a nucleus that reaches only part of the way through moves proportionally less. A rough leakage current of $10^{-4}\ \mathrm{A/cm^2}$ passes $1.9\times10^{-4}$ electrons through that area per pulse. This does not exclude effects of charge trapped over many cycles.

Within the model, the use decides the margin. The rules below assume that $\tau$ falls on heating, while the gain per pulse and the critical area do not change with temperature. If accumulation is wanted, the gap should lie below the lowest limit among the grains that are to switch, at the highest working temperature. With equal $a$ and $\tau$ this is the limit of the grain with the largest critical area. A train of only $N$ pulses needs the shorter gap $T_N$ of Section 5, and decay during the pulse lowers either limit by $w$. These limits ignore fluctuations, so a short train needs a further margin: with the cells of Section 8 and no decay during the pulse, ten pulses at the gap $T_{10}$ switch the example grain with a probability of only about 53\%, but at half that gap with more than 99\%. If repeated disturb pulses must not switch the cell, the pulses must first be weak enough that $\rho$ lies well below 1 for every grain. Without fluctuations a grain with $\rho\ge1$ switches in one pulse at any spacing. With the Poisson gain of Section 8 and a threshold of 120 cells, even a grain with $\rho=0.9$ has a 13\% chance of switching in a single pulse. The gap must then lie well above the limit of the most easily switched grain, at the lowest working temperature: for the example grain at 300 K, with the cells assumed in Section 8, a gap 25\% above the limit still gives switching after a mean of only 131 pulses. This number depends strongly on the assumed cell area: cells of 0.5 and 0.125 $\mathrm{nm^2}$ give 48 and 1125 pulses.

In a real film the field-driven gain may also rise with temperature, and the worst case can then move to the other end of the range or to a point inside it. Suppose, for instance, that the gain is activated with 0.4 eV, and ignore decay during the pulse. The limit of the example grain then falls from 18.2 $\mu$s at 300 K to about 17.0 $\mu$s near 315 K and rises again at higher temperature; at 358 K a single pulse switches the grain. Both uses must then be checked over the whole temperature range.

\section*{Table of computed values}
\begin{verbatim}
Area gain per pulse: 5.0 nm^2
Critical area: 30.0 nm^2
Critical radius of a disc: 3.09 nm
Ratio rho: 0.1667
Relaxation time at 300 K: 100.0 us
Pulse width: 1.0 us
Film thickness: 10.0 nm; pulse: 1.5 V
Limiting gap, formula: 18.2322 us
Limiting gap, simulation: 18.2322 us
First-order estimate tau*rho: 16.6667 us
Repetition rate at limit: 52.00 kHz
Gap 10 us: retained fraction 0.9048
Gap 10 us: unlimited-train area 52.54 nm^2
  area after pulse 1: 5.000 nm^2
  area after pulse 2: 9.524 nm^2
  area after pulse 5: 20.674 nm^2
  area after pulse 8: 28.933 nm^2
  area after pulse 9: 31.180 nm^2
Gap 25 us: retained fraction 0.7788
Gap 25 us: unlimited-train area 22.60 nm^2
  area after pulse 1: 5.000 nm^2
  area after pulse 2: 8.894 nm^2
  area after pulse 5: 16.128 nm^2
  area after pulse 8: 19.545 nm^2
  area after pulse 9: 20.222 nm^2
Pulses needed at gap 5 us: 7
Pulses needed at gap 10 us: 9
Pulses needed at gap 15 us: 13
Pulses needed at gap 18 us: 25
Extra pulses per decade near limit: 12.63
Longest gap for 10 pulses: 12.8433 us
Longest gap for 20 pulses: 17.6475 us
Longest gap for 50 pulses: 18.2300 us
Limit with decay during pulse: 17.232 us
Limit with gain feedback beta=0.5: 26.236 us
Limit with edge decay: 17.426 us
Limit, critical area 24 nm^2: 23.36 us
Limit, critical area 36 nm^2: 14.95 us
Cell area: 0.25 nm^2; gain: 20 cells
Critical count: 120 cells
Stationary rms count noise at limit: 9.1 %
Noisy mean pulses at 1.00 limit: 19.53
Noisy mean pulses at 1.25 limit: 131.3
Noisy mean pulses at 1.50 limit: 1.165e+04
Activation energy: 0.50 eV
Relaxation time at 358 K: 4.357 us
Limiting gap at 358 K: 0.794 us
Unbroken-drive area at 358 K: 24.38 nm^2
Field: 1.50 MV/cm; rough breakdown: 4.0 MV/cm
Polarization: 20 uC/cm2; leakage: 1e-04 A/cm2
Switched charge at critical area: 74.9 electrons
Leaked charge there per pulse: 1.87e-04 electrons
\end{verbatim}
